Augmentation overlaps and Berry curvature in the PAW method

Q: I have a PAW calculation and want the Berry curvature of one isolated band. The file holds plane-wave coefficients at every k. I multiply neighbouring coefficient vectors, form the phase around a small plaquette and divide by its area. The phase does not depend on the gauge or on the norm of the vectors, so the result should be the physical curvature. What could be missing?

A: The coefficients describe the pseudo state ψ̃, not the all-electron state ψ. The two are related by

ψ = ψ̃ + Σ_i (φ_i − φ̃_i) P_i,  P_i = <p_i|ψ̃>.

Here φ_i and φ̃_i are all-electron and pseudo partial waves, equal outside an augmentation region around an atom, and p_i are projectors with <p_i|φ̃_j> = δ_ij. Gauge invariance says that your number is a property of the band of pseudo states. It does not say that this band has the curvature of the physical one.

Q: Then what overlap should I be computing?

A: Write u_k = e^{−ik·r}ψ_k for the periodic part. The link between bands m and n is

M_mn(k,b) = <u_mk|u_n,k+b> = <ψ_mk|e^{−ib·r}|ψ_n,k+b>,

because u_mk* supplies e^{+ik·r} and u_n,k+b supplies e^{−i(k+b)·r}. The integral runs over one cell. I assume that augmentation regions do not overlap and that the partial waves are complete in them, meaning ψ̃ = Σ_i φ̃_i P_i inside. Then ψ = Σ_i φ_i P_i inside, and ψ = ψ̃ outside.

Since e^{−ib·r} is multiplicative, the integral splits by region:

M_mn = ∫_out ψ̃_m* e^{−ib·r} ψ̃_n + Σ_ij P_i,m* P_j,n ∫_in φ_i* e^{−ib·r} φ_j.

Add and subtract the pseudo integral over the inside, written with φ̃_i. The added part completes the first integral to the whole cell, and the subtracted part joins the second:

M_mn(k,b) = <ψ̃_mk|e^{−ib·r}|ψ̃_n,k+b> + Σ_ij P_i,mk* Q_ij(b) P_j,n,k+b,

Q_ij(b) = ∫_in e^{−ib·r} (φ_i*φ_j − φ̃_i*φ̃_j).

The first term is your product of coefficient vectors. The second is the augmentation. For an atom at position ρ, measuring r from the atom brings out a factor e^{−ib·ρ}, which has to be kept. With incomplete partial waves, cross terms survive and the formula becomes approximate.

Q: Suppose I leave out the second term but take b very small. Doesn't e^{−ib·r} become 1, so that nothing is left to correct?

A: The exponential becomes 1, but Q_ij(0) is the missing augmentation charge, which need not vanish. PAW states are normalized with the overlap operator S, which includes it:

<ψ̃_m|ψ̃_n> + Σ_ij P_i,m* Q_ij(0) P_j,n = δ_mn.

Hence, if the phases of the states are chosen continuously in k, the full link tends to the unit matrix (with arbitrary phases, and no degeneracy at k, to a diagonal matrix of phase factors), while the bare one tends to

<ψ̃_m|ψ̃_n> = δ_mn − Σ_ij P_i,m* Q_ij(0) P_j,n.

A finer k mesh does not remove that difference.

The full link also approaches unitarity at a known rate. In a smooth gauge put M = 1 + bK + O(b²), with K_mn = <u_m|∂u_n> along b. Differentiating <u_m|u_n> = δ_mn gives K† + K = 0. Therefore

M†M = 1 + b(K† + K) + O(b²) = 1 + O(b²).

The singular values of M deviate from 1 at second order in b.

Q: For a single band I divide the link by its modulus anyway. A wrong norm then cancels, doesn't it?

A: Any real positive factor multiplying the whole state cancels, even one that varies with k. But the pseudo state is not the true state times a number: its orbital components can lose different amounts of charge, and their dipole matrix elements change, so the normalized pseudo state differs from the true one, and that can change the curvature. To see what you compute, let ũ_k = e^{−ik·r}ψ̃_k and N = <ũ|ũ>. To first order

<ũ_k|ũ_k+b> = N + b·<ũ|∇ũ>,

where ∇ acts on k. Its phase is b·Im<ũ|∇ũ>/N. With the convention A = i<u|∇u> for a normalized state, the connection of your normalized pseudo state is

Ã = −Im<ũ|∇ũ>/N,

and each link has phase −b·Ã. Going counterclockwise round a square of side b gives a total phase −Ω̃b² at leading order, with

Ω̃ = ∂_xÃ_y − ∂_yÃ_x.

Now expand the full link. Write Q_ij(b) = Q_ij(0) − ib·d_ij, where

d_ij = ∫_in r (φ_i*φ_j − φ̃_i*φ̃_j)

is the missing dipole, and P(k+b) = P + b·∇P. Collecting terms of first order in b and multiplying by i gives the physical connection:

A = i<ũ|∇ũ> + iP†Q(0)∇P + P†dP.

So there are two omissions, one of charge and one of dipole. I would like to see both in a case where every term can be written down.

Q: Please do, but keep the pseudo states real enough that the plane-wave coefficients mean something.

A: Take a two-dimensional square lattice with a = 6 bohr. Each cell holds an s orbital and a p₊ orbital,

χ_s = R_s(r)/√(2π),  χ_p = R_p(r)e^{iφ}/√(2π),

confined to a disc of radius R₀ = 3 bohr. Orbitals in different cells then do not overlap. The p₋ orbital is assumed to be shifted away in energy by broken time-reversal symmetry.

The smooth radial shapes are f = (1 − r²/R₀²)³ for s and rf for p. Inside r_c = 1.5 bohr the all-electron shapes gain A_s g and A_p rg, with g = (1 − r²/r_c²)³, A_s = −3.4 and A_p = 2.0. Both versions of an orbital are divided by the all-electron norm. Inside r_c every pseudo state is a combination of the two pseudo orbitals, so completeness holds here by design; a real data set meets it approximately.

The hoppings are model parameters, not derived from a local potential. On-site energies are ±μ. Hopping to each neighbour is −τ for s and +τ for p₊. Hopping from s to p₊ on the neighbour in direction φ_R is t e^{iφ_R}. The four neighbours add up to

t(e^{ik_x a} − e^{−ik_x a} + ie^{ik_y a} − ie^{−ik_y a}) = 2it sin k_x a − 2t sin k_y a.

Equating this to h_x − ih_y in H = h·σ gives

h = (−2t sin k_y a, −2t sin k_x a, μ − 2τ(cos k_x a + cos k_y a)).

I take μ = 0.10 and τ = t = 0.05 hartree. The lower band has energy −|h| and coefficients c_s, c_p, and its Bloch vector is

n = c†σc = −h/|h|.

The smallest direct gap found on the mesh is 0.20 hartree, so the band is isolated.

Q: What do the pseudo states look like in this language?

A: They have the same c_s and c_p, since the transformation acts on the orbitals. The orbital shapes change, but the curvature feels this only through three numbers: the orbital norms ν_s and ν_p, and the radial dipole

D = ∫ R_s R_p r² dr.

For the all-electron orbitals ν_s = ν_p = 1 and D = 0.2649 bohr. For the pseudo orbitals ν_s = 0.7545, ν_p = 0.5577 and D = 0.6880 bohr.

The s and p₊ orbitals are orthogonal by angle in both versions, so

N = ν_s|c_s|² + ν_p|c_p|².

The position matrix elements follow from the angular integrals of cos φ e^{iφ} and sin φ e^{iφ}, which are π and iπ. With the prefactor 1/(2π),

<s|x|p> = D/2,  <s|y|p> = iD/2.

Since n_x = 2Re(c_s*c_p) and n_y = 2Im(c_s*c_p), the expectation values are

<x> = 2Re(c_s*c_p D/2) = (D/2)n_x,

<y> = 2Re(c_s*c_p iD/2) = −(D/2)n_y.

Differentiating ũ = e^{−ik·r}(c_sχ̃_s + c_pχ̃_p) gives a term from ∇c and a term −i<r>, so

Ã = [−Im(ν_s c_s*∇c_s + ν_p c_p*∇c_p) + <r>]/N.

Q: And its curl?

A: Take the two parts separately. For the first, choose the gauge c_s = √(1−w), c_p = √w e^{iβ}, with w = |c_p|². The real factors contribute nothing to the imaginary part, leaving −y∇β with

y = ν_p w/N,  N = ν_s(1−w) + ν_p w.

The derivative of y is

dy/dw = [ν_p N − ν_p w(ν_p − ν_s)]/N²
= ν_p[ν_s − ν_s w + ν_p w − ν_p w + ν_s w]/N²
= ν_sν_p/N².

The curl of −y∇β is −(dy/dw)(∂_xw ∂_yβ − ∂_yw ∂_xβ). With unit norms the factor dy/dw is 1, and what remains is the curvature of the coefficients alone,

Ω_c = −(∂_xw ∂_yβ − ∂_yw ∂_xβ) = −½ n·(∂_xn × ∂_yn).

The last form follows from n_z = 1 − 2w = cos θ, which gives ∂w = ½ sin θ ∂θ, while the triple product is sin θ (∂_xθ ∂_yβ − ∂_yθ ∂_xβ).

For the second part insert <x> and <y> into the curl. Altogether

Ω = (ν_sν_p/N²)Ω_c − (D/2)[∂_x(n_y/N) + ∂_y(n_x/N)].

This one expression covers three cases. Unit norms with the all-electron D give the physical curvature. Pseudo norms with the pseudo D give the bare one. Unit norms with the pseudo D describe links augmented with Q(0) but not with the dipole.

Q: First show me that the bare links really stay away from unitarity.

A: Take both bands, at k = (0.126, 0.052) bohr⁻¹, with b along x. The smallest singular value of the 2×2 link matrix is:

b = 0.200 bohr⁻¹: all-electron 0.9865, bare 0.5502
b = 0.100 bohr⁻¹: all-electron 0.9966, bare 0.5559
b = 0.050 bohr⁻¹: all-electron 0.9992, bare 0.5573
b = 0.025 bohr⁻¹: all-electron 0.9998, bare 0.5576

The all-electron values come from real-space integration, and the PAW formula reproduces them to all printed digits. In the last halving of b the deviation from 1 falls by a factor 3.999, as second order requires. The bare value settles near 0.558. That is ν_p: as b → 0 the bare link becomes C†diag(ν_s, ν_p)C with C the unitary matrix of band coefficients, so its singular values are ν_s and ν_p.

For the lower band alone at this point, |c_s|² = 0.8356, so

N = 0.7545·0.8356 + 0.5577·0.1644 = 0.630 + 0.092 = 0.722.

This is the modulus that you divide out in the limit b → 0.

Q: And after I divide it out, how wrong is the curvature?

A: At Γ it can be done by hand. There h_z = μ − 4τ = −0.10 hartree, so n_z = 1 and the band is pure s. To first order in k, with 2ta = 0.6 hartree·bohr,

n_x = 6k_y,  n_y = 6k_x  (k in bohr⁻¹).

N has no first-order change, since n_z changes at second order. Then

Ω_c = −½(∂_xn_x ∂_yn_y − ∂_xn_y ∂_yn_x) = −½(0 − 36) = 18 bohr²,

and the dipole term is −(D/2)(6 + 6)/N = −6D/N. With N = ν_s the factor ν_sν_p/N² becomes ν_p/ν_s. The three cases are

all-electron: 18 − 6·0.2649 = 16.41 bohr²,

Q(0) only: 18 − 6·0.6880 = 13.87 bohr²,

bare: 18·0.5577/0.7545 − 6·0.6880/0.7545 = 13.30 − 5.47 = 7.83 bohr².

Plaquettes of side 0.001 bohr⁻¹ built from the actual links give the same values, and the full PAW links give 16.41 bohr². In other units the comparison is 4.60 Å² against 2.19 Å²: the bare result is 52% below the all-electron one.

Q: So the plane-wave part underestimates the curvature?

A: Not as a rule. At X, k = (π/a, 0), the cosines cancel, h_z = μ = 0.10 hartree and the band is pure p₊, with n_z = −1. Let q_x = k_x − π/a. Since sin k_x a changes sign of slope there, n_x = 6k_y and n_y = −6q_x. Then

Ω_c = −½(−1)(0 + 36) = 18 bohr²,

and the dipole term is proportional to −6 + 6 = 0. The all-electron curvature is 18 bohr², and Q(0) alone also gives 18. But now N = ν_p, and the bare value is 18ν_s/ν_p = 18·0.7545/0.5577 = 24.35 bohr², 35% too large. The error changes sign across the zone, so no common rescaling repairs it.

Q: Suppose I restore unitarity by adding Q(0), which is just the augmentation part of the S matrix my code already has. Is that a sufficient check?

A: The Γ numbers say no. Links with Q(0) become unitary as b → 0, yet they give 13.87 instead of 16.41 bohr². A dipole enters at first order in b, the same order as the connection. Unitarity in the limit tests the zeroth order.

Norm-conserving orbitals show the same thing. In the model, A_s = −3.017 and A_p = −4.344 make both pseudo norms equal to 1. The bare smallest singular value at b = 0.025 bohr⁻¹ is then 0.9998, which looks healthy. But D is 0.8697 bohr for the all-electron orbitals and 1.0607 bohr for the pseudo ones, so at Γ

all-electron: 18 − 6·0.8697 = 12.78 bohr²,

bare: 18 − 6·1.0607 = 11.64 bohr².

The error is 9% of the all-electron value, smaller than before, but it does not vanish with b.

The reverse can happen in principle, given core shapes more flexible than the two amplitudes used here. Let ν_s = ν_p = ν and let the pseudo dipole be νD, with D the all-electron one. Then N = ν, the first factor is ν²/ν² = 1, and the dipole term is νD/ν = D. The bare curvature is right although the links tend to ν instead of 1. So loss of unitarity is a warning that charge is missing. The error in the curvature comes from how the missing charge and dipole enter the connection as k varies.

Q: That troubles me. I once computed a Chern number from bare coefficients and it agreed with a full calculation. Was that luck?

A: No, for an isolated band it has a reason. Under ũ → e^{iθ(k)}ũ we have <ũ|∇ũ> → <ũ|∇ũ> + iN∇θ, so Ã → Ã − ∇θ. The physical A changes by the same −∇θ. The difference

ΔA = A − Ã

is therefore gauge invariant, and so it is a smooth periodic field on the zone, provided N never vanishes. It cannot vanish: ψ̃ = 0 would make all P_i zero and hence ψ = 0, contrary to normalization. Integrating over the zone,

∫ (∂_xΔA_y − ∂_yΔA_x) d²k = 0,

since each term is a derivative integrated over a full period. The two Chern numbers agree.

In the model, integrating the closed formula gives Chern number 1.0000 for all three cases. A 16×16 mesh of plaquettes gives the same for the all-electron, PAW and bare links. That a plaquette sum is an integer says little, because the mesh construction forces it; that it is the same integer is the informative part.

The agreement hides large local errors. The root-mean-square difference between bare and all-electron curvature is 2.99 bohr². The mean curvature for Chern number 1 is 2π divided by the zone area (2π/a)², or a²/(2π) = 5.73 bohr². The root-mean-square error is about half the mean.

Q: If the total is right, when would I notice the local error?

A: When the band is partly filled. The intrinsic anomalous Hall conductivity is, up to the sign convention, e²/h times

C_occ = (1/2π) ∫ f(k) Ω(k) d²k,

with f the occupation. Integrating by parts moves the derivatives in the error onto f:

∫ f (∂_xΔA_y − ∂_yΔA_x) d²k = −∫ (∂_xf ΔA_y − ∂_yf ΔA_x) d²k.

For a full band f is constant and this vanishes. For a partly filled one it collects ΔA near the Fermi line, and nothing in the argument makes it zero.

With the Fermi level at −0.150 hartree and kT = 0.005 hartree, the lower band is 47% filled. The upper band starts at +0.10 hartree, 50 kT above the Fermi level, and is left out. The results are

all-electron: C_occ = −0.038,

Q(0) only: C_occ = +0.020,

bare: C_occ = +0.058.

At this Fermi level the bare coefficients give the wrong sign. That holds only between the zeros of the two curves: at −0.13 or −0.20 hartree bare and all-electron values share their sign, though not their size, and reversing the sign of t reverses the direction of the shift. The shift of 0.096 is modest beside the value 1 of the full band, but larger than the quantity sought.

Q: Can I see where such a shift comes from?

A: Partly, by looking at the bottom of the band, which is filled first. It lies at M, k = (π/a, π/a), where h_z = μ + 4τ = 0.30 hartree and the band is pure p₊. Measuring q from M, both sines have reversed slope and the denominator is 0.30, so n_x = −2q_y and n_y = −2q_x. Hence

Ω_c = −½(−1)(0 − 4) = −2 bohr²,

and the dipole term is −(D/2)(−2 − 2)/N = +2D/N. The all-electron curvature is −2 + 0.53 = −1.47 bohr². The bare one is

−2·0.7545/0.5577 + 2·0.6880/0.5577 = −2.71 + 2.47 = −0.24 bohr².

Most of the negative curvature at the band bottom has been lost, which is the direction of the shift in C_occ. This is one point, not the whole integral.

Q: Does the same warning apply to polarization, where I need a Berry phase along a string of k points rather than a curvature?

A: Yes. The phase along a closed string is the line integral of the connection. Using bare links changes it by the line integral of ΔA. Periodicity makes the integral of a derivative of ΔA vanish, not the integral of ΔA itself. So the protection that saved the Chern number is absent there. In the model, the string along k_x at k_y = π/(2a) changes its phase by 0.37 rad. Symmetry can still cancel the error in the polarization, which averages over all strings. Here H(−k) = σ_z H(k) σ_z makes ΔA odd in k, so the average shift is zero. (This band has Chern number 1, so its average string phase depends on where the k_y interval starts; the average shift does not.) Without such a symmetry nothing in the argument makes it vanish.

Q: Then what should I change in my calculation?

A: Add the term P†Q(b)P to each link, with the full Q_ij(b) for the b of your mesh and the factor e^{−ib·ρ} for each atom. Use the projections at both ends of the link. Then check that the singular values approach 1 with a deviation falling fourfold when b is halved. Make this check at several k points to catch missing charge: for a single band, a deficit in one orbital can cancel an excess in another at a particular k, so that the limit is 1. The link modulus is N + (b/2)·∇N to first order, so the deviation there falls only twofold, unless N is also stationary along b. For missing dipoles, which the check cannot see, compare Q_ij(b) at small b with Q_ij(0) − ib·d_ij, where d_ij is integrated directly from the partial waves. Measure r from the same origin on both sides: if d_ij is taken about the atom, leave the factor e^{−ib·ρ} out of Q_ij(b) for this comparison. Neither check then tests that factor: links that lack it in the augmentation can still become unitary at the right rate and give a wrong curvature. To test it, move all atoms by the same vector and recompute; the curvature at each k must stay the same. Do this at general k points: the omission adds −ρ(1 − N) to the connection, whose curl vanishes where N is stationary, as at Γ, X and M in the model. The quality of the partial waves needs its own test, since the link formula rests on their completeness. The numerical output below lists most of the model's values; those at M, the mean curvature and the string phase are not part of it.

Computed values

```
lattice constant 6.0, disc 3.0, augmentation radius 1.5 bohr
mu 0.10, tau 0.05, t_sp 0.05 hartree
core amplitudes: s -3.4, p 2.0 (relative to smooth part)
pseudo norms: s 0.7545, p 0.5577
radial dipole D: AE 0.2649, pseudo 0.6880 bohr
generic k point: (0.1257, 0.0524) 1/bohr
smallest singular value of the 2x2 link matrix, b along x:
  b 0.200 1/bohr: AE 0.98647, PAW 0.98647, plane waves only 0.55023
  b 0.100 1/bohr: AE 0.99660, PAW 0.99660, plane waves only 0.55585
  b 0.050 1/bohr: AE 0.99915, PAW 0.99915, plane waves only 0.55726
  b 0.025 1/bohr: AE 0.99979, PAW 0.99979, plane waves only 0.55762
AE deviation from 1 on halving b: reduced by factor 3.999
lower band there: s weight 0.8356, bare norm N 0.7221
local curvature in bohr^2, plaquette side 0.001 1/bohr:
  Gamma: AE 16.411, PAW 16.411, Q(0) only 13.872, plane waves only 7.834
  generic: AE 15.797, PAW 15.797, Q(0) only 13.751, plane waves only 8.948
  X: AE 18.000, PAW 18.000, Q(0) only 18.000, plane waves only 24.350
Gamma in angstrom^2: AE 4.596, plane waves only 2.194
Gamma, coefficient part Omega_c alone: 18.000 bohr^2
norm-conserving core amplitudes: s -3.0172, p -4.3438
  D: AE 0.8697, pseudo 1.0607 bohr
  bare smallest singular value at b 0.025 1/bohr: 0.99978
  Gamma curvature: AE 12.782, PAW 12.782, plane waves only 11.636 bohr^2
smallest direct gap on the mesh: 0.2000 hartree
Chern number from 16x16 plaquettes: AE 1.0000, PAW 1.0000, plane waves only 1.0000
Chern number from closed formula: AE 1.0000, Q(0) only 1.0000, plane waves only 1.0000
rms local curvature error, plane waves only: 2.987 bohr^2
partly filled band: Fermi level -0.150, kT 0.005 hartree
  filling of lower band 0.4674
  occupied curvature integral / (2 pi): AE -0.0380, Q(0) only 0.0196, plane waves only 0.0580
```
